# Which Electronic Charge Holds the Protons of H2+ Together?

**Question.** The two protons of H2+ repel each other, and one electron keeps them together. Its charge is spread over all space, and some of it must pull the protons towards each other while some pulls them apart. Where is the border between the two kinds of charge, and what does each contribute at the equilibrium distance?

## The mechanism: a difference of two pulls

Place nucleus A at \(z=-R/2\) and nucleus B at \(z=+R/2\), and consider a small amount of electronic charge. It attracts both nuclei. If it lies between them, A is pulled to the right and B to the left, so the bond is drawn shorter.

If it lies behind B, both nuclei are pulled to the right. B is nearer and, for equal nuclear charges, is pulled harder on the axis. It therefore runs ahead of A, and the bond is stretched. What counts is the difference between the two pulls along the axis, and this difference can have either sign.

Adding such classical forces is legitimate in quantum mechanics because of the Hellmann-Feynman theorem.

## From the energy to the force

The nuclei are fixed point charges \(Z_A\) and \(Z_B\), the electrons are nonrelativistic, and atomic units are used. Let \(\psi\) be a normalized, nondegenerate eigenstate, \(H\psi=E\psi\), and let \(p\) be a nuclear coordinate. Differentiating \(E=\langle\psi|H|\psi\rangle\) gives

\[
\frac{dE}{dp}=\Big\langle\psi\Big|\frac{\partial H}{\partial p}\Big|\psi\Big\rangle
+\Big\langle\frac{d\psi}{dp}\Big|H\psi\Big\rangle+\Big\langle H\psi\Big|\frac{d\psi}{dp}\Big\rangle .
\]

Since \(H\psi=E\psi\), the last two terms add up to \(E\,d\langle\psi|\psi\rangle/dp\), which vanishes because the norm stays equal to one. Only the explicit dependence of \(H\) on \(p\) remains. For an approximate \(\psi\) this cancellation can fail, and the electrostatic force then differs from the slope of the approximate energy.

The nuclear positions enter \(H\) through the nuclear repulsion and through the attraction \(-Z_A/r_A-Z_B/r_B\) of each electron. From \(r_B^2=s^2+(z-z_B)^2\), with \(s\) the distance from the axis,

\[
\frac{\partial}{\partial z_B}\Big(-\frac{Z_B}{r_B}\Big)=-\frac{Z_B(z-z_B)}{r_B^3}=+Z_Bk_B,
\qquad k_B=\frac{z_B-z}{r_B^3}=\frac{\cos\theta_B}{r_B^2}.
\]

The angle \(\theta_B\) is measured at B from the direction of A. In the same way,

\[
\frac{\partial}{\partial z_A}\Big(-\frac{Z_A}{r_A}\Big)=-Z_Ak_A,\qquad
k_A=\frac{z-z_A}{r_A^3}=\frac{\cos\theta_A}{r_A^2},
\]

with \(\theta_A\) measured at A from the direction of B. Both \(k\) are positive for charge that pulls its nucleus inward.

Now lengthen the bond by \(dR\), moving B by \(+\lambda\,dR\) and A by \(-(1-\lambda)\,dR\). With \(\rho\) the number of electrons per volume, and with \(d(Z_AZ_B/R)/dR=-Z_AZ_B/R^2\), the force \(F=-dE/dR\) is

\[
F=\frac{Z_AZ_B}{R^2}-\int\rho\,\big[(1-\lambda)Z_Ak_A+\lambda Z_Bk_B\big]\,dV .
\]

A positive \(F\) drives the nuclei apart. The integral converges at the nuclei because \(dV\) supplies a factor \(r^2\).

The value of \(\lambda\) cannot affect \(F\). Shifting both nuclei together leaves the energy and the nuclear repulsion unchanged, so

\[
0=\frac{\partial E}{\partial z_A}+\frac{\partial E}{\partial z_B}
=-Z_A\int\rho k_A\,dV+Z_B\int\rho k_B\,dV .
\]

The two integrals are equal, and any weighted mean of them is the same. Berlin's choice is \(\lambda=\tfrac12\), which treats the two nuclei alike:

\[
F=\frac{Z_AZ_B}{R^2}-\frac12\int f\rho\,dV,\qquad
f=\frac{Z_A\cos\theta_A}{r_A^2}+\frac{Z_B\cos\theta_B}{r_B^2}.
\]

Charge where \(f>0\) is called binding, and charge where \(f<0\) antibinding. The total force is independent of \(\lambda\), but this division of space is not.

## The border for two protons

Set \(Z_A=Z_B=1\) and use the spheroidal coordinates

\[
\xi=\frac{r_A+r_B}{R}\ge1,\qquad \eta=\frac{r_A-r_B}{R},\qquad -1\le\eta\le1 .
\]

Then \(r_A=R(\xi+\eta)/2\) and \(r_B=R(\xi-\eta)/2\). Since \(r_A^2-r_B^2=2Rz\), also \(z=R\xi\eta/2\). Insertion gives

\[
k_A=\frac{z+R/2}{r_A^3}=\frac{4(1+\xi\eta)}{R^2(\xi+\eta)^3},\qquad
k_B=\frac{R/2-z}{r_B^3}=\frac{4(1-\xi\eta)}{R^2(\xi-\eta)^3}.
\]

Over the common denominator \((\xi^2-\eta^2)^3\), the numerator of the sum, apart from the factor \(4/R^2\), is

\[
\begin{aligned}
&(1+\xi\eta)(\xi-\eta)^3+(1-\xi\eta)(\xi+\eta)^3\\
&=\big[(\xi+\eta)^3+(\xi-\eta)^3\big]-\xi\eta\big[(\xi+\eta)^3-(\xi-\eta)^3\big]\\
&=(2\xi^3+6\xi\eta^2)-\xi\eta\,(6\xi^2\eta+2\eta^3)\\
&=2\xi\,\big[\xi^2(1-3\eta^2)+\eta^2(3-\eta^2)\big].
\end{aligned}
\]

Hence

\[
f=\frac{8\xi\,[\xi^2(1-3\eta^2)+\eta^2(3-\eta^2)]}{R^2(\xi^2-\eta^2)^3}.
\]

The sign is that of the square bracket. For \(\eta^2\le\tfrac13\) it is positive at every \(\xi\). For \(\eta^2>\tfrac13\) it changes sign at

\[
\xi^2=\frac{\eta^2(3-\eta^2)}{3\eta^2-1},
\]

with binding at smaller \(\xi\) and antibinding at larger \(\xi\). The antibinding region therefore consists of two caps, one behind each proton.

**Near a proton.** Put \(\xi=1+\delta\) and \(\eta=1-\epsilon\). To first order the bracket is \((-2-4\delta+6\epsilon)+(2-2\epsilon)=4(\epsilon-\delta)\), so the border has \(\delta=\epsilon\). There \(z-R/2=R(\xi\eta-1)/2\) vanishes to first order. The border passes through the proton and is perpendicular to the axis.

**Far away.** As \(\xi\to\infty\), the border has \(\eta^2\to\tfrac13\). There \(\xi\to2r/R\) and \(\eta\to\cos\theta\), with \(r\) and \(\theta\) measured from the midpoint. The border approaches a cone at \(54.7^\circ\) to the axis, and to leading order \(f\approx R(1-3\cos^2\theta)/r^3\). Distant charge has little leverage on the bond length.

**Between the proton planes.** In the slab \(|z|<R/2\) both cosines are positive, so all of it is binding. The border bends outward from the slab: at the equilibrium distance found below, and 1.0 Å from the axis, it lies 0.32 Å beyond the proton plane.

Unequal nuclei change the distant shape. Let \(Z_A>Z_B\). On the axis at distance \(d\) behind B, \(f=0\) requires \(Z_A/(R+d)^2=Z_B/d^2\), or

\[
d=\frac{R}{\sqrt{Z_A/Z_B}-1}.
\]

Beyond this point the stronger charge A is pulled more effectively, and the charge is binding again. For model charges 1.5 and 1.0, \(d=4.449R\). Only the region behind B closes. Behind A the antibinding region stays open: far away \(f\approx(Z_A-Z_B)\cos\theta/r^2\), with \(\theta\) measured from the direction of B, so its distant border runs perpendicular to the axis instead of along a cone. As the charges become equal, \(d\to\infty\) and the region behind B opens as well.

## Why spherical atoms are not enough

At the midpoint \(k_A=k_B=4/R^2\), so a charge of \(q\) electrons there pulls with \(\tfrac12fq=4q/R^2\). A quarter of an electron would balance the proton repulsion \(1/R^2\). A whole electron seems ample, but the charge behind the protons works against it.

Suppose the electron formed two undistorted 1s clouds, half an electron on each proton, with density \((\zeta^3/2\pi)e^{-2\zeta r}\) in each. A cloud exerts no net force on the proton at its own centre. By the shell theorem it attracts the other proton as if the charge within radius \(R\) sat at the centre. With \(t=2\zeta r\) and \(u=\zeta R\), the enclosed fraction is

\[
4\zeta^3\int_0^R r^2e^{-2\zeta r}dr=\frac12\int_0^{2u}t^2e^{-t}dt
=1-(1+2u+2u^2)e^{-2u}.
\]

Each proton is thus pulled inward by

\[
P=\frac{1-(1+2u+2u^2)e^{-2u}}{2R^2}<\frac{1}{2R^2}.
\]

This is less than half of the repulsion, whatever the value of \(\zeta\). Contracting the clouds cannot produce a balance. The density must depart from a sum of spheres centred on the protons.

The zero force of a cloud on its own proton hides two large opposing parts. If a plane through the proton cuts the cloud, the rear half pulls outward with

\[
\frac{\zeta^3}{2\pi}\int_0^\infty e^{-2\zeta r}dr\int_{\rm half}\cos\theta\,d\Omega
=\frac{\zeta^3}{2\pi}\cdot\frac{1}{2\zeta}\cdot\pi=\frac{\zeta^2}{4},
\]

and the front half pulls inward equally. Contraction raises both as \(\zeta^2\). Large forces from the two regions are therefore no sign of a bond; their difference has to be compared with the repulsion.

## The numbers for H2+

The one-electron problem was diagonalized in spheroidal coordinates. The equilibrium distance, located from energies alone, is \(R=1.0569\) Å \(=1.9972\) bohr. The proton repulsion is \(1/1.9972^2=0.2507\) atomic units, or 12.892 eV/Å.

Forces below are pulls \(\tfrac12\int f\rho\,dV\) in eV/Å, positive when they draw the protons together.

| Density | Electrons, binding | Pull, binding | Pull, antibinding |
|---|---:|---:|---:|
| exact ground state | 0.723 | 25.456 | −12.565 |
| free clouds, \(\zeta=1\) | 0.595 | 16.711 | −11.805 |
| clouds, \(\zeta=1.25\) | 0.584 | 24.338 | −18.699 |
| lowest \(\sigma_u\) state | 0.355 | 13.345 | −16.862 |

For the exact ground state the balance, up to rounding in the last digit, is

\[
25.456-12.565=12.891\ \text{eV/Å}\approx\frac1{R^2}.
\]

The binding charge has two opponents of nearly equal strength: the other proton and the electronic charge in the caps. Of the 25.456 eV/Å, the slab between the proton planes supplies 25.307 eV/Å with 0.638 electron. The rest of the binding region holds \(0.723-0.638=0.085\) electron but adds only 0.149 eV/Å. The charge that holds the protons together is thus, almost entirely, the charge between their two planes.

The free clouds pull with \(16.711-11.805=4.906\) eV/Å and leave a net repulsion of \(12.892-4.906=7.986\) eV/Å. They do so with 60% of their charge in the binding region. A majority there is not a criterion for binding.

What does bond formation change? The answer depends on the reference density. Relative to the free clouds, the pull of the binding region rises by 8.745 eV/Å, while the outward push of the caps grows by 0.760 eV/Å. This looks like a gain made wholly between the protons.

Relative to the clouds with \(\zeta=1.25\), chosen as a round example of contraction, the binding region gains only 1.118 eV/Å. The larger change, 6.135 eV/Å, is a weaker push from the caps, whose charge falls from 0.416 to 0.277 electron.

The two comparisons fit together. Going from \(\zeta=1\) to \(\zeta=1.25\) strengthens both regional forces, but raises the total pull merely from 4.906 to 5.639 eV/Å. The remaining 7.253 eV/Å comes from replacing the contracted spheres by the true density, which has less charge behind the protons and more between them.

The lowest \(\sigma_u\) state shows the opposite arrangement. Its wavefunction vanishes on the midplane, and 0.645 electron lies in the caps. The electron now pushes the protons apart with \(16.862-13.345=3.517\) eV/Å, which adds to their repulsion and gives a net force of 16.409 eV/Å.

## Other distances, and the bond energy

With the exact ground-state density at other separations, the forces in eV/Å are:

| \(R\) (Å) | Electrons, binding | Total pull | Repulsion | Net \(F\) |
|---:|---:|---:|---:|---:|
| 0.6 | 0.698 | 22.455 | 39.999 | +17.544 |
| 1.5 | 0.717 | 8.133 | 6.400 | −1.733 |
| 3.0 | 0.614 | 2.168 | 1.600 | −0.568 |

At 0.6 Å the binding region holds a larger share of the electron than at 3.0 Å, yet the protons are driven apart at 0.6 Å and together at 3.0 Å. The force integral decides, together with the repulsion it has to overcome.

The force also accounts for the energy. Pulling the protons from equilibrium to 4.0 Å against \(F\) costs 2.694 eV, the same as the directly computed energy difference. Complete dissociation into a hydrogen atom and a proton costs 2.793 eV, without zero-point motion.

## What the partition does and does not explain

The individual regional forces depend on the choice \(\lambda=\tfrac12\). If B alone is moved, the border is the plane through B. Charge in front of it then pulls with 26.572 eV/Å and charge behind it with −13.681 eV/Å. The sum is again 12.891 eV/Å, but each part has changed by about 1.1 eV/Å. For two equal nuclei the symmetric choice is the natural one, though the theorem does not enforce it.

The argument also takes the density as given. It shows how that density balances the protons, but not why the ground state has it; that follows from the Schrödinger equation, where kinetic and potential energy both enter. The numerical check printed below compares the electrostatic forces with slopes of the energy, and the derived border with the sign of the original \(f\).

## Calculated quantities

```
H2+ equilibrium distance: 1.0569 angstrom = 1.9972 bohr
dissociation energy without zero-point: 2.7928 eV
proton repulsion at equilibrium: 12.892 eV/angstrom
midpoint charge that would balance it: 0.250 electron
Densities at the equilibrium distance
pull > 0 draws protons together; net > 0 drives them apart
exact ground state:
  electrons: binding 0.7232, antibinding 0.2768, slab 0.6380
  pull (eV/angstrom): binding 25.456, antibinding -12.565, slab 25.307
  total pull 12.892, net force 0.000 eV/angstrom
free 1s clouds:
  electrons: binding 0.5953, antibinding 0.4047, slab 0.4724
  pull (eV/angstrom): binding 16.711, antibinding -11.805, slab 16.538
  total pull 4.906, net force 7.986 eV/angstrom
contracted clouds, zeta=1.25/bohr:
  electrons: binding 0.5837, antibinding 0.4163, slab 0.4881
  pull (eV/angstrom): binding 24.338, antibinding -18.699, slab 24.178
  total pull 5.639, net force 7.253 eV/angstrom
lowest sigma_u state:
  electrons: binding 0.3553, antibinding 0.6447, slab 0.2281
  pull (eV/angstrom): binding 13.345, antibinding -16.862, slab 13.168
  total pull -3.517, net force 16.409 eV/angstrom
exact minus free clouds:
  electrons: binding +0.1279, slab +0.1656
  pull (eV/angstrom): binding +8.745, antibinding -0.760, slab +8.769
exact minus contracted clouds:
  electrons: binding +0.1395, slab +0.1498
  pull (eV/angstrom): binding +1.118, antibinding +6.135, slab +1.130
Only proton B moved, border = plane through B:
  pull from front 26.572, from behind -13.681 eV/angstrom
Exact ground state at other distances (forces in eV/angstrom)
R/angstrom  N_binding  binding  antibinding  repulsion  net
0.6  0.6983  41.290  -18.835  39.999  17.544
0.8  0.7146  32.594  -15.175  22.499  5.081
1.5  0.7168  18.781  -10.648  6.400  -1.733
2.0  0.6895  15.335  -10.229  3.600  -1.506
3.0  0.6135  13.345  -11.177  1.600  -0.568
work against the force, equilibrium to 4.0 angstrom: 2.6942 eV
energy difference over the same path: 2.6942 eV
Border at equilibrium: distance from axis, distance beyond proton plane
  0.5 angstrom, 0.0771 angstrom
  1.0 angstrom, 0.3236 angstrom
  2.0 angstrom, 0.9614 angstrom
far cone angle from the axis: 54.736 degrees
charges 1.5 and 1.0: region behind the lighter closes at 4.449 R
```
